# Many-body dispersion from coupled oscillators and pairwise sums near polarization instability

## What the answer can depend on

Represent each atom by an isotropic harmonic dipole: a charge \(q\) of mass \(m\), bound with frequency \(\omega\). Its static response is the polarizability volume \(\alpha=q^2/(4\pi\epsilon_0m\omega^2)\). With displacements measured in units of \(\sqrt{\hbar/(m\omega)}\), the free Hamiltonian is proportional to \(\hbar\omega\) and each static dipole coupling to \(\hbar\omega\,\alpha/r^3\), so the oscillator length drops out. For equal, undamped atoms the interaction energy must therefore be

\[
E=\hbar\omega\,F\!\left(\{\alpha/r_{ij}^3\},\text{directions}\right).
\]

For one pair, reversing the displacement coordinate of one atom leaves its free Hamiltonian unchanged but reverses the coupling. Hence \(F\) is even in \(\alpha/r^3\), and its leading term is proportional to \(\hbar\omega\alpha^2/r^6\). In a triangle, reversing one coordinate changes two couplings, so their triple product keeps its sign. A cubic, non-additive term is then allowed.

## Normal modes and energy

Let \(\mathbf x_i\) be the displacements and \(\boldsymbol\xi_i=\sqrt{m_i}\,\mathbf x_i\). With \(T_{ii}=0\), the Hamiltonian is

\[
H=\tfrac12\sum_i(\mathbf p_i^2+\omega_i^2\boldsymbol\xi_i^2)
+\tfrac12\sum_{i\ne j}\omega_i\omega_j\sqrt{\alpha_i\alpha_j}\,
\boldsymbol\xi_i^{T}T_{ij}\boldsymbol\xi_j .
\]

The coupling prefactor is \(q_iq_j/(4\pi\epsilon_0\sqrt{m_im_j})\), rewritten with the definition of \(\alpha\). The charges are taken positive. Without damping,

\[
T_{ij}=\frac{1-3\hat{\mathbf r}\hat{\mathbf r}^{T}}{r^3}.
\]

An orthogonal rotation diagonalizes the potential and leaves the kinetic energy unchanged. Define

\[
C_{ij}=(\hbar\omega_i)^2\delta_{ij}
+\hbar\omega_i\hbar\omega_j\sqrt{\alpha_i\alpha_j}\,T_{ij},
\]

with eigenvalues \(\varepsilon_p^2\). Each mode has zero-point energy \(\varepsilon_p/2\), and each free atom has three modes, so

\[
E_{\rm MBD}=\tfrac12\sum_p\varepsilon_p-\tfrac32\sum_i\hbar\omega_i .
\]

This is the many-body dispersion (MBD) energy of the dipole model. A negative eigenvalue of \(C\) means that the quadratic potential is unbounded below and no ground state exists.

For equal atoms, let \(t_p\) be the eigenvalues of \(T\) and \(y_p=\alpha t_p\). Then

\[
E_{\rm MBD}=\tfrac12\hbar\omega\sum_p(\sqrt{1+y_p}-1),
\qquad \alpha_c=-1/t_{\min}.
\]

Because \(\operatorname{Tr}T=0\), \(\sum_p y_p/2\) may be subtracted. With \(s=\sqrt{1+y}\) and \(y=(s-1)(s+1)\),

\[
s-1-\frac y2=-\frac{(s-1)^2}{2}=-\frac{y^2}{2(1+s)^2},
\]

and therefore

\[
E_{\rm MBD}=-\frac{\hbar\omega}{4}\sum_p
\frac{y_p^2}{(1+\sqrt{1+y_p})^2}.
\]

This form avoids subtracting nearly equal numbers and shows that the equal-atom energy cannot be positive.

## What pairwise summation keeps

For small \(y\), the denominator tends to 4:

\[
E_2=-\frac{\hbar\omega\alpha^2}{16}\operatorname{Tr}T^2 .
\]

The trace is a sum over pairs. An undamped pair tensor has eigenvalues \(-2,1,1\) in units of \(r^{-3}\). The pair occurs in both orders, so \(\operatorname{Tr}T^2=2(4+1+1)/r^6\), giving

\[
E_2=-C_6/r^6,\qquad C_6=\tfrac34\hbar\omega\alpha^2 .
\]

For unequal atoms, write \(w_i=\hbar\omega_i\). One Cartesian component, with tensor eigenvalue \(t\), has off-diagonal element \(c=w_1w_2\sqrt{\alpha_1\alpha_2}\,t\). Its two mode energies obey

\[
(\varepsilon_1+\varepsilon_2)^2
=w_1^2+w_2^2+2\sqrt{w_1^2w_2^2-c^2}
\simeq(w_1+w_2)^2-\frac{c^2}{w_1w_2}.
\]

Taking the root, halving the shift and summing \(t^2\) to \(6/r^6\) gives

\[
C_6=\frac32\alpha_1\alpha_2\frac{w_1w_2}{w_1+w_2}.
\]

Relative to \(E_2\), each mode of an equal-atom system carries the weight \(4/(1+\sqrt{1+y})^2\). Stiffened modes (\(y>0\)) have weights below 1. Softened modes have weights above 1, approaching 4 at instability. MBD can therefore be weaker or stronger than the \(C_6\) sum.

A second pairwise method adds the full energy of every isolated pair. For equal atoms and pair-tensor eigenvalues \(\tau_a\),

\[
E_{\rm pair}=\tfrac12\hbar\omega\sum_{a=1}^3
\left(\sqrt{1+\alpha\tau_a}+\sqrt{1-\alpha\tau_a}-2\right).
\]

This includes higher orders within a pair but no cooperation among three or more atoms. The first such term comes from \(+\hbar\omega\alpha^3\operatorname{Tr}T^3/32\). A triangle has six ordered closed walks, giving \((3/16)\hbar\omega\alpha^3\operatorname{Tr}(T_{12}T_{23}T_{31})\). Let \(\gamma_i\) be its internal angles and \(P=\cos\gamma_1\cos\gamma_2\cos\gamma_3\). Unit vectors followed round the triangle have scalar products \(-\cos\gamma_i\), so the angular trace is

\[
3-9+9\sum_i\cos^2\gamma_i+27P=3(1+3P),
\]

where \(\sum_i\cos^2\gamma_i=1-2P\) was used. Thus

\[
E_3=\frac{9}{16}\hbar\omega\alpha^3
\frac{1+3P}{r_{12}^3r_{23}^3r_{31}^3}.
\]

It is repulsive for an equilateral triangle, where \(P=1/8\), and attractive for three atoms in line, where \(P=-1\).

Expansion in powers of \(\alpha\) requires \(\alpha\max|t|\le1\), whereas stability restricts only negative \(t\). A stable system can therefore have a divergent perturbation series.

## The pair as a limiting case

The undamped pair has \(t=\pm2/r^3\) once each and \(t=\pm1/r^3\) twice each. It becomes unstable at \(r^3=2\alpha\). There

\[
E=\tfrac12\hbar\omega\left(\sqrt2+2\sqrt{3/2}+2\sqrt{1/2}-6\right)
\simeq-0.361\,\hbar\omega .
\]

The \(C_6\) expression gives \(-0.1875\,\hbar\omega\), so the ratio is 1.93. The MBD energy is finite, but the vanishing square root makes its slope with distance diverge.

The response diverges too. In an axial field each induced dipole, in polarizability-volume units, obeys \(\mu=\alpha(F+2\mu/r^3)\). Solving for \(\mu\) and adding the two dipoles gives a total polarizability \(2\alpha/(1-2\alpha/r^3)\).

## Damping and a sufficient stability condition

Point dipoles are inappropriate when electron clouds overlap. Replace \(1/r\) by \(v(r)=\operatorname{erf}(r/\sigma)/r\), the interaction of two equal Gaussian charges, and set \(T=-\nabla\nabla v\). For a radial function,

\[
-\nabla\nabla v=-\frac{v'}r(1-\hat{\mathbf r}\hat{\mathbf r}^{T})
-v''\hat{\mathbf r}\hat{\mathbf r}^{T}.
\]

With \(\zeta=r/\sigma\) and \(S=\operatorname{erf}\zeta-(2\zeta/\sqrt\pi)e^{-\zeta^2}\), differentiation gives \(-v'/r=S/r^3\) and \(v''=2S/r^3-4e^{-\zeta^2}/(\sqrt\pi\sigma^3)\). Hence

\[
T=S\,\frac{1-3\hat{\mathbf r}\hat{\mathbf r}^{T}}{r^3}
+\frac{4e^{-\zeta^2}}{\sqrt\pi\sigma^3}\hat{\mathbf r}\hat{\mathbf r}^{T}.
\]

At small \(r\), \(v=(2/\sqrt\pi\sigma)(1-r^2/3\sigma^2+\cdots)\), so \(T\) tends to \(T_0\) times the unit matrix, with \(T_0=4/(3\sqrt\pi\sigma^3)\). Placing \(T_0\) on the atomic diagonal completes the electrostatic energy of Gaussian dipoles. For arbitrary \(\boldsymbol\mu_i\),

\[
\boldsymbol\mu^T(T+T_0)\boldsymbol\mu
=\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}e^{-\sigma^2k^2/4}
\left|\sum_i\mathbf k\cdot\boldsymbol\mu_i e^{i\mathbf k\cdot\mathbf r_i}\right|^2\ge0 .
\]

Thus \(t_{\min}\ge-T_0\). Equal atoms with a common \(\sigma\) are stable in every geometry when \(\alpha<1/T_0\). The condition is sufficient, not necessary: a given structure may remain stable above it.

## Scheme for a periodic sheet

For cell vectors \(\mathbf R\) and sites \(\mathbf s_i\), form

\[
T_{ij}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}
T(\mathbf R+\mathbf s_j-\mathbf s_i),
\]

omitting the self term. At \(\mathbf k=0\), a disc cutoff \(R_c\) leaves a slowly decaying tail. The in-plane angular average of \(1-3\hat{\mathbf r}\hat{\mathbf r}^T\) is \(\operatorname{diag}(-\tfrac12,-\tfrac12,1)\). For cell area \(A\), the missing sum is approximately

\[
\frac1A\int_{R_c}^{\infty}\frac{2\pi R\,dR}{R^3}
\operatorname{diag}(-\tfrac12,-\tfrac12,1)
=\frac{2\pi}{AR_c}\operatorname{diag}(-\tfrac12,-\tfrac12,1).
\]

It is added to every site pair. At other wavevectors the phases suppress the tail if \(kR_c\gg1\).

```
input sites, alpha, quantum, sigma, cutoff, k grid
build damped tensors for all cells inside cutoff
for each k:
    sum tensors with Bloch phases
    if k = 0: add the analytic tail
    t = eigenvalues of the stack matrix
    u = eigenvalues of the one-bilayer block
if 1 + alpha*min(t) < 0: report instability; stop
E(stack)   = quantum/2 * k-average of sum(sqrt(1+alpha*t)-1)
E(bilayer) = the same expression with u
E(inter)   = E(stack) - 2*E(bilayer)
C6(inter)  = -quantum*alpha^2/8 * sum over cross-layer
             pairs of squared tensor elements
```

The final sum counts each cross-layer pair once. The factor \(1/8\), instead of \(1/16\), accounts for its two orders. The two bilayers must be equivalent, as they are below.

For \(N\) atoms in a cluster, dense diagonalization costs \(O(N^3)\) time and \(O(N^2)\) memory; a direct pair sum costs \(O(N^2)\) time. For \(n\) atoms per cell, \(N_k\) wavevectors and \(N_R\) retained cells, Bloch summation costs \(O(N_kN_Rn^2)\) and diagonalization \(O(N_kn^3)\).

## Behaviour at the threshold and failure modes

If one cluster mode softens, its energy is \(\tfrac12\hbar\omega\sqrt{1-\alpha/\alpha_c}\). Its derivative with respect to \(\alpha\) diverges as \((1-\alpha/\alpha_c)^{-1/2}\). For a parameter \(g\) and a normalized, nondegenerate eigenvector \(\mathbf v_p\), \(d(\varepsilon_p^2)/dg=\mathbf v_p^T(dC/dg)\mathbf v_p\). Each mode therefore contributes

\[
\frac{1}{4\varepsilon_p}\mathbf v_p^T\frac{dC}{dg}\mathbf v_p
\]

to \(dE/dg\). The factor \(1/\varepsilon_p\) amplifies input errors in forces near instability.

In an infinite sheet, suppose that the squared mode energy near its minimum is proportional to \(\delta+b\kappa^2\), where \(\kappa\) is the distance from the minimum in wavevector space and \(b>0\). Up to \(\kappa=K\), the derivative of its contribution with respect to \(\delta\) is proportional to

\[
\int_0^K\frac{\kappa\,d\kappa}{2\sqrt{\delta+b\kappa^2}}
=\frac{\sqrt{\delta+bK^2}-\sqrt\delta}{2b}.
\]

It stays finite as \(\delta\to0\). A finite wavevector grid, however, describes a finite periodic supercell and eventually recovers the cluster singularity.

Negative eigenvalues must not be clipped to zero or replaced by their magnitudes, because either operation assigns an energy to a system without a ground state. A wavevector grid can also miss the softest point and overestimate \(\alpha_c\). A pairwise \(C_6\) sum gives no warning: it remains smooth through the threshold.

## Two bismuth bilayers

The example has two buckled honeycomb bilayers with rough bismuth-like values: lattice constant 0.45 nm, buckling 0.16 nm, gap 0.24 nm, \(\alpha=0.0074\) nm³ and \(\hbar\omega=8\) eV. The damping length, 0.18 nm, is a model choice. The site sequence gives a contact across the gap of

\[
\sqrt{0.45^2/3+0.24^2}=0.354\ {\rm nm}.
\]

The coefficient is \(C_6=0.75(8)(0.0074)^2=3.29\times10^{-4}\) eV nm⁶.

The smallest tensor eigenvalue on the \(24\times24\) grid is \(-95.9\) nm⁻³, so \(\alpha_c=1/95.9=0.0104\) nm³. The input is at \(0.71\alpha_c\) and below the geometry-independent safe value of 0.00775 nm³. Without damping the threshold would be 0.00733 nm³, just below the input: the undamped stack has no ground state, although its \(C_6\) sum is finite.

The largest eigenvalue is \(+251\) nm⁻³. The series in \(\alpha\) therefore converges only up to \(1/251=0.0040\) nm³, and it diverges at the input although the damped oscillators are stable.

Now raise \(\alpha\) with geometry, \(\hbar\omega\) and \(\sigma\) fixed. Here \(\alpha_c\) is the threshold of the periodic supercell described by the grid; the infinite sheet becomes unstable slightly earlier, because its softest wavevector lies between grid points. Refining the grid lowers the threshold by only about 0.05%, so the last row is still stable there. Both pairwise columns use the damped tensors: the "\(C_6\) sum" is the damped second-order energy, not the sum of \(-C_6/r^6\). The interlayer energies, in meV per cell, are:

| \(\alpha/\alpha_c\) | \(C_6\) sum | Full pairs | MBD |
|---:|---:|---:|---:|
| 0.71 | −636 | −642 | −580 |
| 0.90 | −1023 | −1039 | −1139 |
| 0.95 | −1140 | −1160 | −1413 |
| 0.999 | −1260 | −1285 | −1900 |

At the input, MBD binds 9% less than the \(C_6\) sum; at \(0.999\alpha_c\) it binds 51% more. Full pair energies differ from the \(C_6\) sum by at most 2% in this table. The large difference is therefore non-additive: relative to full pairs it changes from \(+62\) to \(-615\) meV per cell.

The mode weights account for the corresponding change in the stack's total energy. At the input, the stiffest mode has \(y=0.0074(251)=1.86\) and weight 0.55, while the softest has \(y=-0.71\) and weight 1.69. At \(0.999\alpha_c\) the softest weight reaches 3.8. The total MBD/\(C_6\) ratio rises from 0.97 to 1.21. The interlayer energy is a difference of such totals, so the limits on individual weights do not bound its ratio.

The softest grid point has reduced wavevector \((0.25,0.75)\), one of six equivalent by symmetry. At this point the phase of the dipoles advances by a quarter turn from cell to cell along either lattice vector, in opposite senses. The exact quarter turn belongs to the grid: the minimum of the infinite sheet lies near \((0.264,0.736)\). In both cases the wavevector is nonzero, so the dipoles average to zero over the sheet, and this instability need not make the uniform-field polarizability diverge. At the input, reducing the grid to \(12\times12\) changes the interlayer energy by 0.03%, and reducing the cutoff from 40 to 25 lattice constants changes it by 0.008%.

## Reading the result for a real interface

At the input the MBD energy converts to \(-0.53\) J/m², against \(-0.58\) J/m² for the \(C_6\) sum. This is larger in magnitude than the few tenths of a joule per square metre that are roughly typical of van der Waals layered crystals. It is not a binding energy of bismuth: Pauli repulsion and the partly covalent bonding between real bismuth bilayers are absent, and their size is not estimated here. A 10% shorter damping length strengthens the MBD energy by 33%; a 10% longer one weakens it by 23%. Both shifts exceed the 9% difference between methods, and that difference, including its sign, depends on the damping length: MBD binds 9% more than the \(C_6\) sum at the shorter length and 20% less at the longer one. For a compound the unequal-atom matrix \(C\) is needed, with separate parameters for each element. The sweep does not imply that bismuth reaches the instability.

Higher multipoles can also be substantial. For oscillators of mass \(m\) let \(\ell^2=\hbar/(2m\omega)\) and \(Q=q^2/(4\pi\epsilon_0)\). Second-order dipole–dipole coupling has squared strength \(6Q^2\ell^4/R^6\) and excitation energy \(2\hbar\omega\), so \(C_6=3Q^2\ell^4/\hbar\omega\). For dipole–quadrupole coupling, the squared third derivatives of \(1/R\) sum to \(90/R^8\). The Taylor factor \(1/2\), squared, and the two pairings of the quadrupole coordinates give squared strength \(45Q^2\ell^6/R^8\). Division by \(3\hbar\omega\) and addition of both atom orders gives \(C_8=30Q^2\ell^6/\hbar\omega\). Thus \(C_8/C_6=10\ell^2=5\hbar/(m\omega)\). With \(m=m_e\), the undamped \(C_8\) term at the gap contact is 38% of the \(C_6\) term. The dipole model does not fix this fraction, because \(\alpha\) and \(\omega\) determine only \(q^2/m\): the input corresponds to an oscillator strength of 4.3 electrons, and taking \(q=4.3e\) with \(m=4.3m_e\) gives 9%. Damping would alter the fraction further.

Other estimates are smaller. The retardation parameter \(\omega R/c\) is 0.014 at contact. At \(0.999\alpha_c\) the softest quantum is 0.25 eV on the grid and about 0.18 eV at the sheet's true minimum between grid points, compared with \(k_BT=0.034\) eV at 400 K, and the thermal free energy is below \(10^{-3}\) meV per cell in magnitude. An assumed \(10^{13}\) cm⁻² carriers of mass \(0.1m_e\) hold about 1% of the oscillator spectral weight. That does not bound their effect on the energy, because metallic response is low in frequency and extends across the sheet, which localized atomic oscillators cannot represent. The numerical output gives the remaining values.

## Numbers as computed

```
lattice constant 0.45 nm, buckling 0.16 nm
gap 0.24 nm, cell area 0.1754 nm^2
short bond 0.3051 nm, gap contact 0.3537 nm
alpha 0.0074 nm^3, quantum 8.0 eV
damping length 0.18 nm
C6 = 3.2856e-04 eV nm^6
grid 24 x 24, cutoff 40 lattice constants
bare pair: critical distance 0.2455 nm
bare pair there: MBD -2.8883 eV, C6 -1.5000 eV
bare pair there: MBD/C6 ratio 1.9256
tensor eigenvalues: min -95.897 nm^-3
tensor eigenvalues: max 251.129 nm^-3
safe alpha, any geometry 0.007753 nm^3
series limit alpha 0.003982 nm^3
critical alpha, stack 0.010428 nm^3
critical alpha, stack, 12 x 12 grid 0.010428 nm^3
critical alpha, one bilayer 0.011770 nm^3
critical alpha, undamped stack 0.007332 nm^3
soft wavevector 0.2500, 0.7500 (recip.)
soft mode: out-of-plane weight 0.4578
soft mode: net cell dipole 0.4172 (1 = all aligned)
interlayer energies in meV per cell:
alpha/alpha_c  C6 sum  exact pairs  MBD  MBD/C6
0.7096 -635.84 -642.04 -580.31 0.9127
0.8000 -808.09 -818.17 -789.93 0.9775
0.9000 -1022.73 -1039.04 -1138.54 1.1132
0.9500 -1139.53 -1159.88 -1413.33 1.2403
0.9900 -1237.51 -1261.62 -1769.48 1.4299
0.9990 -1260.11 -1285.14 -1899.84 1.5077
total energies in meV per cell: alpha/alpha_c  C6 sum  MBD  MBD/C6
0.7096 -2376.28 -2296.34 0.9664
0.9500 -4258.65 -4742.58 1.1136
0.9990 -4709.30 -5684.83 1.2072
MBD interlayer at input alpha -0.5302 J/m^2
C6 interlayer at input alpha -0.5809 J/m^2
relative change, cutoff 25: -7.7e-05
relative change, grid 12 x 12: -2.7e-04
damping 0.162 nm: MBD interlayer -773.88 meV per cell
damping 0.162 nm: critical alpha 0.009018 nm^3
damping 0.198 nm: MBD interlayer -444.79 meV per cell
damping 0.198 nm: critical alpha 0.012375 nm^3
undamped C8 term / C6 term at gap contact 0.381
retardation parameter at contact 0.0143
softest quantum at 0.999 alpha_c 0.2530 eV
temperature 400 K, kT 0.0345 eV
thermal free energy at 0.999 alpha_c -3.70e-04 meV per cell
oscillator strength per atom 4.316 electrons
assumed carriers 1.0e+13 cm^-2, mass 0.1 m_e
carrier share of spectral weight 0.0102
```
